# Two-dimensional electrostatics of an anisotropic film and its isotropic image

Q: A lithium niobate film has one permittivity along its polar axis and another across it. You want to treat the film as isotropic. A tensor has two numbers and an isotropic medium has one. Where does the other number go?

A: Into the geometry. Let x lie in the film, z along its normal, and let nothing depend on y. Take x and z as principal axes of the static permittivity, with constant values \(\varepsilon_x\) and \(\varepsilon_z\). In Gaussian units \(\nabla\cdot\mathbf D=4\pi\rho\), and with \(\mathbf E=-\nabla\phi\),

\[
\varepsilon_x\,\partial_x^2\phi+\varepsilon_z\,\partial_z^2\phi=-4\pi\rho .
\]

Stretch both axes, \(x'=ax\) and \(z'=bz\), and keep the potential at corresponding points, \(\phi'(x',z')=\phi(x,z)\). Each derivative brings out one factor, so

\[
\varepsilon_x a^2\,\partial_{x'}^2\phi'+\varepsilon_z b^2\,\partial_{z'}^2\phi'=-4\pi\rho .
\]

The two coefficients are equal if

\[
\frac ba=s,\qquad s=\sqrt{\varepsilon_x/\varepsilon_z}.
\]

The ratio of the permittivities has become a ratio of lengths.

Q: Then the remaining permittivity is \(\varepsilon_x a^2\), which I can make anything by choosing \(a\). Without charge I can even multiply the equation by any constant.

A: Laplace's equation alone does leave the constant free. What fixes it is the charge. An element must carry the same charge per unit length in y before and after the map:

\[
\rho'\,dx'dz'=\rho\,dx\,dz\quad\Rightarrow\quad \rho=ab\,\rho' .
\]

Insert this and divide by \(ab\):

\[
\varepsilon_x\frac ab\,\nabla'^2\phi'=-4\pi\rho',
\qquad
\varepsilon_x\frac ab=\frac{\varepsilon_x}{s}=\sqrt{\varepsilon_x\varepsilon_z}\equiv\varepsilon_g .
\]

The overall scale has dropped out. Any stretching that makes the equation isotropic and preserves charge gives the geometric mean. Two relations will be used repeatedly:

\[
\varepsilon_x=s\,\varepsilon_g,\qquad \varepsilon_z=\varepsilon_g/s .
\]

Q: Show me a charge for which I can check that constant in the real film.

A: Take a line charge \(\lambda\) per unit length, with \(a=1\), \(b=s\). The isotropic potential is \(-(2\lambda/\varepsilon_g)\ln r'\), so in real coordinates

\[
\phi=-\frac{\lambda}{\varepsilon_g}\ln(x^2+s^2z^2).
\]

Differentiate, using \(\varepsilon_x/\varepsilon_g=s\) and \(\varepsilon_zs^2/\varepsilon_g=s\):

\[
D_x=\frac{2\lambda s\,x}{x^2+s^2z^2},\qquad
D_z=\frac{2\lambda s\,z}{x^2+s^2z^2}.
\]

The displacement points radially, though its strength depends on direction. Its flux through a circle is

\[
\oint\mathbf D\cdot\mathbf n\,dl
=2\lambda s\int_0^{2\pi}\frac{d\theta}{\cos^2\theta+s^2\sin^2\theta}.
\]

With \(t=s\tan\theta\) the integrand becomes \(dt/[s(1+t^2)]\). Each half-turn gives \(\pi/s\), the full turn \(2\pi/s\), and the flux is \(4\pi\lambda\), as Gauss's law demands. Another constant in place of \(\varepsilon_g\) in the potential would give the wrong charge.

Q: That is an infinite medium. My film lies between air and oxide. If you stretch the film, do you not tear it away from its neighbours?

A: Not if the interfaces are flat and normal to z. This is where the overall scale matters: choose \(a=1\), so that points along an interface keep their places. The film thickness \(h\) becomes

\[
h'=sh,
\]

and the layers below shift rigidly by \(h'-h\), with their own permittivities and dimensions unchanged.

Both matching conditions survive. Since \(\phi\) and x are unchanged, so is \(E_x\). For the normal component,

\[
E_z=-\partial_z\phi=-s\,\partial_{z'}\phi'=sE'_z,\qquad
D_z=\varepsilon_zE_z=\varepsilon_zsE'_z=\varepsilon_gE'_z=D'_z .
\]

A jump of \(D_z\) equal to \(4\pi\) times the surface charge therefore remains the same jump. Electrodes on the film surface keep their widths, potentials and charges.

The energy per length agrees too. With \(dz'=s\,dz\),

\[
\varepsilon_g|\nabla'\phi'|^2dx'dz'
=\varepsilon_g\Big[(\partial_x\phi)^2+\frac{(\partial_z\phi)^2}{s^2}\Big]s\,dx\,dz
=\big[\varepsilon_x(\partial_x\phi)^2+\varepsilon_z(\partial_z\phi)^2\big]dx\,dz .
\]

Capacitance is thus preserved whether it is computed from charge or from energy.

Q: Give me limits in which I already know the answer.

A: Put plates on the two faces of the film. The capacitance per area is \(\varepsilon_z/(4\pi h)\), and the image gives the same, because \(\varepsilon_g/h'=\varepsilon_z/h\). Now let the field run along the film between plates a distance \(\ell\) apart, without fringing. The capacitance per length is \(\varepsilon_xh/(4\pi\ell)\), and again the image agrees, because \(\varepsilon_gh'=\varepsilon_xh\). The mean permittivity and the new thickness together restore both original constants.

Q: Suppose the composition varies with depth. Does the argument need a uniform film?

A: It needs principal axes along x and z, but \(\varepsilon_x(z)\) and \(\varepsilon_z(z)\) may vary. Define \(s(z)\) and \(\varepsilon_g(z)\) locally and set \(z'=\int_0^z s\,d\zeta\), so that \(\partial_z=s\,\partial_{z'}\). Then

\[
\begin{aligned}
\partial_x(\varepsilon_x\partial_x\phi)+\partial_z(\varepsilon_z\partial_z\phi)
&=s\varepsilon_g\,\partial_x^2\phi'+s\,\partial_{z'}(\varepsilon_zs\,\partial_{z'}\phi')\\
&=s\big[\partial_x(\varepsilon_g\partial_x\phi')+\partial_{z'}(\varepsilon_g\partial_{z'}\phi')\big].
\end{aligned}
\]

The right-hand side of Poisson's equation is \(-4\pi s\rho'\), so \(s\) cancels. The image is isotropic at each depth, with a permittivity that varies with depth.

Q: And if the potential varies along y as well?

A: Then a term \(\varepsilon_y\partial_y^2\phi\) joins the equation. After division by \(s\) its coefficient is \(\varepsilon_y/s\), which equals \(\varepsilon_g\) if \(\varepsilon_y=\varepsilon_x\). A film that is isotropic in its plane can therefore be mapped in three dimensions with the same stretch. An x-cut lithium niobate film, whose polar axis lies in the plane, does not meet that condition. For it I rely on long electrodes and no variation along y.

Q: Let us have electrodes, then. Can you solve a case in closed form?

A: Take a thick crystal with thin metal strips on its surface and air above. The strips have width \(w\), gaps \(g\) and pitch \(p=g+w\), and their potentials alternate between \(+V/2\) and \(-V/2\). Let \(C\) be the capacitance per length and per gap: half the charge of one strip divided by \(V\).

In the isotropic image, try a potential that is even in \(z'\). Its normal derivative vanishes in the gaps on both sides, so the condition on \(D_z\) holds there for any pair of permittivities. Air and crystal then have mirror-image potentials, and their charges add with weights 1 and \(\varepsilon_g\).

Put \(x=0\) at a gap centre. By symmetry \(\phi=0\) there, and no flux crosses the line \(x=p/2\) through the strip centre. With \(\zeta=x+iz'\), the map \(t=\sin(\pi\zeta/p)\) takes this half-infinite cell to a quadrant. The gap becomes \(0<t<k\) and the half-strip \(k<t<1\), where

\[
k=\sin\frac{\pi g}{2p}.
\]

A second map,

\[
W=\int_0^{t/k}\frac{du}{\sqrt{(1-u^2)(1-k^2u^2)}},
\]

turns the quadrant into a rectangle of width \(K(k)\) and height \(K(k')\), with \(K\) the complete elliptic integral of the first kind and \(k'=\sqrt{1-k^2}\). The side \(\mathrm{Re}\,W=0\) is at zero potential, the opposite side is the half-strip at \(V/2\), and no flux crosses the other two. The field is uniform, and the flux of \(\mathbf E\) is \((V/2)K(k')/K(k)\). Conformal maps preserve flux. Gauss's law divides it by \(4\pi\), and adding both media gives

\[
C=\frac{1+\varepsilon_g}{8\pi}\,\frac{K(k')}{K(k)} .
\]

For a thick crystal \(C\) depends on the two permittivities through their geometric mean alone.

Q: Numbers, please, and not obtained by the same map.

A: Use rough high-frequency values for lithium niobate, \(\varepsilon_x=28\) along the polar axis, which points across the gap, and \(\varepsilon_z=44\). Then

\[
\varepsilon_g=\sqrt{28\times44}=35.1,\qquad s=\sqrt{28/44}=0.798 .
\]

With \(g=5\) µm and \(w=10\) µm, \(k=\sin30^\circ=1/2\) and the ratio of elliptic integrals is 1.279. Hence

\[
C=\frac{36.1}{8\pi}\times1.279=1.837 .
\]

A finite-element solution of the original anisotropic equation, in real coordinates, also gives 1.837.

Q: A film 0.6 µm thick is not a thick crystal. What replaces your formula?

A: A sum over harmonics. On the surface write \(\phi(x,0)=\sum a_n\sin k_nx\), with \(k_n=n\pi/p\) and n odd. In the image film, dropping the index n,

\[
\phi'\propto e^{-kz'}+R\,e^{-k(2h'-z')} .
\]

Let \(Y_b\) be the value of \(D_z/(k\phi)\) presented by the layers below. At \(z'=h'\) this requires \(\varepsilon_g(1-R)/(1+R)=Y_b\), so \(R=(\varepsilon_g-Y_b)/(\varepsilon_g+Y_b)\). At the top,

\[
Y=\varepsilon_g\frac{1-Re^{-2kh'}}{1+Re^{-2kh'}}
=\varepsilon_g\frac{Y_b+\varepsilon_g\tanh kh'}{\varepsilon_g+Y_b\tanh kh'} .
\]

For oxide of thickness \(b\) on deep silicon, \(Y_b\) is the first form with \(\varepsilon_g\to\varepsilon_{ox}\), \(h'\to b\) and \(R\to(\varepsilon_{ox}-\varepsilon_{Si})/(\varepsilon_{ox}+\varepsilon_{Si})\). Air adds 1, because its potential decays as \(e^{-k|z|}\). The jump of \(D_z\) then gives

\[
4\pi\sigma_n=k_n(1+Y_n)a_n .
\]

Q: That relates charge to potential, but you know the potential on the strips and the charge in the gaps, not either one everywhere.

A: So expand the unknown strip charge in functions that contain the inverse-square-root edge singularity. With \(u=2(x-p/2)/w\) and Chebyshev polynomials \(T_{2m}\),

\[
\sigma=\sum_m c_m\frac{T_{2m}(u)}{\sqrt{1-u^2}},\qquad
B_{mn}=\frac{\pi w}{2}(-1)^mJ_{2m}\!\left(\frac{k_nw}{2}\right).
\]

Here \(B_{mn}\) is the integral over the strip of the m-th function times \(\cos(k_nwu/2)\). For odd n, \(\sin k_nx=\eta_n\cos(k_nwu/2)\) with \(\eta_n=\sin(n\pi/2)=\pm1\), so \(\sigma_n=(2/p)\,\eta_n\sum_mc_mB_{mn}\). Now multiply the condition \(\phi=V/2\) by each expansion function and integrate over the strip. Since \(\eta_n^2=1\),

\[
\sum_m\left[\sum_{n\ \mathrm{odd}}\frac{8\pi B_{ln}B_{mn}}{p\,k_n(1+Y_n)}\right]c_m
=\frac{\pi wV}{4}\,\delta_{l0} .
\]

The strip charge is \(\pi wc_0/2\), hence \(C=\pi wc_0/(4V)\).

Q: What does this give, and does the real film agree?

A: Put the film on 4.7 µm of oxide over silicon, with rough permittivities 3.9 and 11.7. The image film is \(0.798\times0.6=0.479\) µm thick. The isotropic calculation gives \(C=0.5186\). Multiplication by \(4\pi\epsilon_0\) converts this to 0.577 pF/cm.

The finite-element solution with the real tensor and thickness also gives 0.5186; the relative difference is about \(10^{-5}\). Refining its mesh from 24 to 48 cells per section moved \(C\) by 0.04 %, and the extrapolation that followed moved it by a further 0.01 %.

With 5 V between neighbouring strips, both calculations give \(E_x=0.00836\) MV/cm at the gap centre, halfway down the film. That is 84 % of \(V/g=0.0100\) MV/cm. Since the value of \(E_x\) needs no conversion, an electro-optic estimate can take it from the image, provided it is read at the corresponding depth \(z'=sz\). The value of the normal field does need converting. Under a strip centre, near mid-depth, the image has \(4.98\times10^{-4}\) MV/cm; multiplied by \(s\) this is \(3.97\times10^{-4}\) MV/cm, the value found directly.

Q: The two permittivities are not far apart. Would I notice if I used the arithmetic mean, or forgot to change the thickness?

A: Here are the errors in \(C\), relative to the correct image, with everything else fixed:

- arithmetic mean, scaled thickness: +1.2 %;
- geometric mean, true thickness: +10 %;
- \(\varepsilon_x\) alone, true thickness: −2.0 %.

For this film, forgetting the thickness costs more than choosing the wrong mean. In a film with \(\varepsilon_x=1000\) and \(\varepsilon_z=50\), all else unchanged, the first error becomes +131 % and the second −67 %, while the correct image still agrees with the direct solution, at \(C=6.672\).

Q: Why does the crude third choice do so well?

A: For \(kh'\ll1\) and \(Y_bkh'\ll\varepsilon_g\), replace the hyperbolic tangent by its argument and keep first order in \(h'\):

\[
Y\simeq Y_b+kh'\left(\varepsilon_g-\frac{Y_b^2}{\varepsilon_g}\right)
=Y_b+kh\left(\varepsilon_x-\frac{Y_b^2}{\varepsilon_z}\right).
\]

Over a substrate of low permittivity the film enters mainly through \(\varepsilon_xh\), which the third choice retains. For the longest harmonic \(kh'=\pi\times0.479/15=0.10\). Near the electrode edges short harmonics matter and the expansion fails, so it explains the tendency and not the precise 2 %.

The sign follows from energy. At fixed electrode potentials, the true potential minimises the field energy: adding a variation that vanishes on the electrodes adds a positive quadratic term, and the cross term vanishes by the field equation. Raising a permittivity lowers the energy of no trial potential, so it cannot lower the minimum, which is proportional to \(C\). The third choice lowers \(\varepsilon_z\) from 44 to 28, and \(C\) falls.

Q: My modulator has an etched rib. May I stretch that too?

A: Not with isotropic surroundings. On a vertical wall, film points move to \(z'=sz\) while the air beside them stays put, so the two sides no longer match. If you stretch the air as well, the energy expression shows that it acquires permittivities \(1/s\) along x and \(s\) along z. You have moved the anisotropy, not removed it. A tilted crystal axis is a different matter: it adds a term in \(\partial_x\partial_z\phi\), which stretching along x and z cannot remove. In a flat, uniform film a shear can: with \(z=0\) at the top surface, \(x'=x-(\varepsilon_{xz}/\varepsilon_{zz})z\) removes the term, and uniform layers below merely slide sideways. The in-plane coefficient then becomes \(\varepsilon_{xx}-\varepsilon_{xz}^2/\varepsilon_{zz}\), which takes the place of \(\varepsilon_x\) in \(s\) and \(\varepsilon_g\).

Q: How far, then, is your example from a real device?

A: The film, gap and oxide have sizes plausible for thin-film lithium niobate modulators on silicon. The periodic row of strips is a simplification; a travelling-wave modulator may instead have one signal electrode between two grounds. An etched waveguide also breaks the assumption of a flat film. Leave a rib 1.5 µm wide in each gap, replace the upper 0.3 µm of film beside it by air, and keep the strips on film of full thickness: \(C\) drops by 21 %. Metal 0.5 µm thick, instead of vanishingly thin, raises it by 1.7 %. Each change is made alone, relative to the flat model.

Q: And the frequency? You called the permittivities static, then used high-frequency values.

A: The equation is quasi-static; the constants must suit the frequency of the drive. The values 28 and 44 describe a crystal that has no time to strain. For a crystal free to strain, rough values of 30 and 85 raise \(C\) by 5.5 %. This is a limiting case, since a film bonded to a thick substrate is only partly free to strain. The silicon changes character as well. For a resistivity of \(10^4\) Ω cm, conduction exceeds displacement current below about 15 MHz. Treated as a purely ohmic medium, the silicon acts well below that frequency as a perfect conductor, which raises \(C\) by 5.7 %; at 15 MHz the rise is about 2 %. The 5.7 % is an upper limit. Silicon of this resistivity holds only about \(10^{12}\) carriers per cm³, so its Debye length, roughly 3 to 6 µm, is comparable to the decay length \(p/\pi=4.8\) µm of the field. Static linear screening over that length raises \(C\) by only 1 to 2 %. The limit is approached when a conducting layer of carriers forms at the oxide interface, which this model does not describe.

At the other end, the neglected wave terms are governed by the square of wave number times pitch. At 40 GHz, with a permittivity of 44, this is 0.007. It indicates their order of magnitude over the cross-section and says nothing about propagation along the electrodes, where the length can be many wavelengths.

Q: One last worry. You assumed a linear response, yet the field at your thin electrode edges is singular.

A: At the edge itself the model gives no usable local field. An average is finite: over the last 0.1 µm of the gap, along the surface, it is 0.029 MV/cm at 5 V, about three times \(V/g\). Whether the permittivity stays constant at that field is a material question which the map cannot answer. If it does not, \(s\) can vary along x as well as z, and then a single stretch of the film no longer works. The numerical output lists the remaining digits, and the convergence shifts for the capacitance of the flat film.

## Computed results

```
film eps_x, eps_z (rough, clamped): 28, 44
oxide, silicon permittivity (rough): 3.9, 11.7
gap, strip width, pitch: 5.0, 10.0, 15.0 um
film, oxide thickness: 0.6, 4.7 um; voltage 5.0 V
stretch factor sqrt(eps_x/eps_z): 0.7977
geometric mean eps_g: 35.100
image film thickness: 0.4786 um
line-charge flux / (4 pi lambda): 1.000000000
thick crystal C, elliptic formula: 1.83749 (Gaussian)
thick crystal C, direct anisotropic: 1.83749
thick crystal C, strip-charge method: 1.83750
film C, direct anisotropic: 0.51862 (Gaussian)
film C, isotropic image: 0.51862 (Gaussian)
film C, isotropic image: 0.5770 pF/cm
direct minus image, relative: -9.3e-06
mesh shift, 24 to 48 cells: -0.04 %
mesh shift, 48 to extrapolated: -0.01 %
basis shift, 12 to 16 functions: 1.7e-08
mid-gap E_x, direct: 0.008358 MV/cm
mid-gap E_x, image: 0.008358 MV/cm
voltage / gap: 0.010000 MV/cm
E_z under strip, direct: 3.9744e-04 MV/cm
E_z under strip, stretch*image: 3.9741e-04 MV/cm
E_z under strip, image unscaled: 4.9818e-04 MV/cm
Error in C of other isotropic replacements:
  arithmetic mean, scaled thickness: +1.24 %
  eps_g, true thickness: +10.08 %
  eps_x, true thickness: -2.01 %
Strong case eps_x, eps_z: 1000, 50; eps_g 223.61
  C direct, image: 6.6719, 6.6719 (Gaussian)
  arithmetic mean error: +130.78 %
  true thickness error: -66.97 %
Neglected effects, change of C:
  metal 0.5 um thick: +1.69 %
  rib 1.5 um wide, etched 0.3 um: -21.02 %
  free eps 30, 85: +5.50 %
  conducting silicon: +5.72 %
silicon resistivity (rough): 10000 ohm cm
silicon conducts below about: 15.4 MHz
(wave number * pitch)^2 at 40 GHz: 0.0070
mean surface field, last 0.1 um of gap: 0.0288 MV/cm
```
